# Reading the K matrix for 2/5, 2/3 and Halperin 331: verification in Python

```python
# Result under test: an Abelian quantum Hall liquid with integer matrix K and
# charge vector t=(1,1) has filling t.K^-1.t, excitation charge t.K^-1.l,
# exchange angle pi*l.K^-1.l, torus degeneracy |det K|, and edge directions
# given by the signs of the eigenvalues of K. l is an integer vector; positive
# l denotes quasiholes. Lengths inside the functions are in magnetic lengths.
from fractions import Fraction
from itertools import combinations, product
import numpy as np
from scipy.special import eval_laguerre, gammainc

MAGNETIC_LENGTH = 80.0      # angstrom
PSEUDOPOTENTIAL = 0.001     # eV
V_SAME, V_CROSS = 1.0, 0.4  # edge couplings, eV angstrom
STATES = {"2/5": [[3, 2], [2, 3]],
          "2/3": [[1, 2], [2, 1]],
          "331": [[3, 1], [1, 3]]}
rng = np.random.default_rng(20)


def determinant(K):
    return K[0][0] * K[1][1] - K[0][1] * K[1][0]


def inverse_times(K, l):
    d = determinant(K)
    return (Fraction(K[1][1] * l[0] - K[0][1] * l[1], d),
            Fraction(K[0][0] * l[1] - K[1][0] * l[0], d))


def charge(K, l):
    return sum(inverse_times(K, l))


def angle_over_pi(K, l):
    x = inverse_times(K, l)
    return l[0] * x[0] + l[1] * x[1]


def filling(K):
    return charge(K, (1, 1))


# ---------- microscopic Hamiltonians on a square torus ----------
def density_operators(n_flux, n_el):
    """Guiding-centre density operators for all n_flux**2 wave vectors."""
    basis = list(combinations(range(n_flux), n_el))
    index = {b: i for i, b in enumerate(basis)}
    rho = np.zeros((n_flux, n_flux, len(basis), len(basis)), complex)
    s = np.arange(n_flux)
    for shift in range(n_flux):
        for col, occ in enumerate(basis):
            for p, j in enumerate(occ):
                rest = occ[:p] + occ[p + 1:]
                target = (j + shift) % n_flux
                if target in rest:
                    continue
                p_new = sum(k < target for k in rest)
                row = index[tuple(sorted(rest + (target,)))]
                phase = np.exp(2j * np.pi * s * j / n_flux)
                rho[:, shift, row, col] += (-1) ** (p + p_new) * phase
    return rho.reshape(n_flux ** 2, len(basis), len(basis))


def interaction_weights(n_flux, channels):
    """Unit pseudopotentials in the listed relative angular momenta."""
    weights = np.zeros((n_flux, n_flux))
    for s, u in product(range(-18, 19), repeat=2):
        q2 = 2 * np.pi * (s * s + u * u) / n_flux
        v = 4 * np.pi * sum(eval_laguerre(m, q2) for m in channels)
        weights[s % n_flux, u % n_flux] += (
            v * np.exp(-q2 / 2) / (2 * np.pi * n_flux))
    return weights.ravel()


def torus_spectrum(n_flux, n_el, cross_channels=None):
    """One layer, or two layers with n_el electrons each."""
    rho = density_operators(n_flux, n_el)
    rho_dag = rho.conj().transpose(0, 2, 1)
    dim = rho.shape[1]
    w = interaction_weights(n_flux, [1])
    H = 0.5 * np.einsum("q,qab->ab", w, rho @ rho_dag)
    H -= 0.5 * n_el * w.sum() * np.eye(dim)
    if cross_channels is not None:
        wc = interaction_weights(n_flux, cross_channels)
        cross = (rho.reshape(len(wc), -1).T * wc) @ rho_dag.reshape(len(wc), -1)
        cross = cross.reshape(dim, dim, dim, dim).transpose(0, 2, 1, 3)
        one = np.eye(dim)
        H = np.kron(H, one) + np.kron(one, H) + cross.reshape(dim**2, dim**2)
    assert np.abs(H.imag).max() < 1e-9
    assert np.abs(H - H.conj().T).max() < 1e-9
    return np.linalg.eigvalsh(H.real)


torus = {}
for name, n_flux, n_el, cross in [("2/5", 10, 2, [0, 1]),
                                  ("2/3", 9, 6, None),
                                  ("331", 8, 2, [0])]:
    levels = torus_spectrum(n_flux, n_el, cross)
    count = int(np.sum(levels - levels[0] < 1e-8))
    gap = levels[count] - levels[0]
    total = n_el if cross is None else 2 * n_el
    assert Fraction(total, n_flux) == filling(STATES[name])
    assert count == abs(determinant(STATES[name])), (name, levels[:12])
    assert gap > 1e-3
    if cross is not None:
        assert abs(levels[0]) < 1e-8   # Halperin states have zero energy
    torus[name] = (total, n_flux, count, gap * PSEUDOPOTENTIAL)

# ---------- excitation classes and the 2/3 hole description ----------
for K in STATES.values():
    d = abs(determinant(K))
    classes = {tuple(x % 1 for x in inverse_times(K, l))
               for l in product(range(d), repeat=2)}
    assert len(classes) == d
W = np.array([[1, 2], [0, -1]])
hole_K = W.T @ np.array(STATES["2/3"]) @ W
hole_t = W.T @ np.array([1, 1])
assert round(np.linalg.det(W)) == -1
assert np.array_equal(hole_K, np.diag([1, -3]))
assert np.array_equal(hole_t, [1, 1])

# ---------- Monte Carlo of the 331 wavefunction on a disc ----------
N_LAYER, R_IN, R_OUT = 14, 4.5, 6.5


def layer_counts(K, quasihole, walkers=500, burn=100, sweeps=300):
    """Electrons per layer inside radius R, averaged over R_IN < R < R_OUT.
    A quasihole in the first layer, if present, sits at the origin."""
    n = 2 * N_LAYER
    radius = np.sqrt(2 * n / float(filling(K)))
    z = (radius * np.sqrt(rng.random((n, walkers)))
         * np.exp(2j * np.pi * rng.random((n, walkers))))
    layers = (slice(0, N_LAYER), slice(N_LAYER, n))
    total = np.zeros((2, walkers))
    for sweep in range(burn + sweeps):
        for i in range(n):
            a = i // N_LAYER
            step = rng.normal(size=(2, walkers)) * 1.2
            old = z[i].copy()
            new = old + step[0] + 1j * step[1]
            dn, do = new - z, old - z
            num = dn.real ** 2 + dn.imag ** 2
            den = do.real ** 2 + do.imag ** 2
            num[i] = den[i] = 1.0
            ratio = num / den
            new2, old2 = np.abs(new) ** 2, np.abs(old) ** 2
            p = (np.prod(ratio[layers[a]], axis=0) ** K[a][a]
                 * np.prod(ratio[layers[1 - a]], axis=0) ** K[a][1 - a]
                 * np.exp((old2 - new2) / 2))
            if quasihole and a == 0:
                p *= new2 / old2
            z[i] = np.where(rng.random(walkers) < p, new, old)
        if sweep >= burn:
            f = np.clip((R_OUT - np.abs(z)) / (R_OUT - R_IN), 0, 1)
            total += np.array([f[s].sum(axis=0) for s in layers])
    return total / sweeps


K331 = STATES["331"]
plain = layer_counts(K331, False)
holed = layer_counts(K331, True)
plain_layer = plain.mean(axis=0)        # the two layers are equivalent
change = holed.mean(axis=1) - plain_layer.mean()
root = np.sqrt(plain.shape[1])
change_error = np.sqrt(holed.std(axis=1, ddof=1) ** 2
                       + plain_layer.std(ddof=1) ** 2) / root
charge_mc = -(holed.sum(axis=0).mean() - plain.sum(axis=0).mean())
charge_error = np.sqrt(holed.sum(axis=0).var(ddof=1)
                       + plain.sum(axis=0).var(ddof=1)) / root
mean_R2 = (R_OUT ** 3 - R_IN ** 3) / (3 * (R_OUT - R_IN))
filling_mc = plain.sum(axis=0).mean() / (mean_R2 / 2)
expected = -np.array([float(x) for x in inverse_times(K331, (1, 0))])
# The tolerances cover sampling noise and the finite radius of the droplet.
assert change_error.max() < 0.02
assert np.abs(change - expected).max() < 0.06, (change, change_error)
assert abs(charge_mc - float(charge(K331, (1, 0)))) < 0.05, charge_mc
assert abs(filling_mc - float(filling(K331))) < 0.02, filling_mc

# ---------- Berry phase of a hole in a filled Landau level ----------
LOOP_RADIUS, N_LOOP, N_POINTS = 5.0, 45, 2000


def hole_orbitals(xi, fixed_holes):
    """Occupied orbitals (z-xi)*z**(k+fixed_holes), k = 0..N_LOOP-1, expanded
    in normalized angular-momentum states; fixed_holes sit at the origin."""
    C = np.zeros((N_LOOP + 1, N_LOOP), complex)
    k = np.arange(N_LOOP)
    C[k + 1, k] = np.sqrt(2.0 * (k + 1 + fixed_holes))
    C[k, k] = -xi
    return C


def loop_phase(fixed_holes):
    """Whole Berry phase: the wavefunction is single valued in xi, so the
    small phases of successive overlaps add up without jumps."""
    points = LOOP_RADIUS * np.exp(2j * np.pi * np.arange(N_POINTS) / N_POINTS)
    orbitals = [hole_orbitals(x, fixed_holes) for x in points]
    return -sum(np.angle(np.linalg.det(A.conj().T @ B))
                for A, B in zip(orbitals, orbitals[1:] + orbitals[:1]))


def background_count(fixed_holes):
    """Electrons inside the loop when the moving hole is absent."""
    m = np.arange(fixed_holes, fixed_holes + N_LOOP)
    return float(gammainc(m + 1, LOOP_RADIUS ** 2 / 2).sum())


berry = [loop_phase(h) for h in (0, 1)]
enclosed = [background_count(h) for h in (0, 1)]
for phase, number in zip(berry, enclosed):
    assert abs(phase + 2 * np.pi * number) < 1e-3, (phase, number)
# Counting with the moving hole present would include its own depletion.
Q = np.linalg.qr(hole_orbitals(LOOP_RADIUS, 0))[0]
inside = gammainc(np.arange(N_LOOP + 1) + 1, LOOP_RADIUS ** 2 / 2)
count_with_hole = float(inside @ (np.abs(Q) ** 2).sum(axis=1))
assert enclosed[0] - count_with_hole > 0.3

# ---------- edge modes ----------
edge = {}
V = np.array([[V_SAME, V_CROSS], [V_CROSS, V_SAME]])
for name, K in STATES.items():
    Kf = np.array(K, float)
    signs = np.linalg.eigvalsh(Kf)
    forward, backward = int((signs > 0).sum()), int((signs < 0).sum())
    for _ in range(200):
        M = rng.normal(size=(2, 2))
        U = M @ M.T + 0.05 * np.eye(2)
        v = np.linalg.eigvals(np.linalg.solve(Kf, U))
        assert np.abs(np.imag(v)).max() < 1e-9
        assert int((np.real(v) > 0).sum()) == forward
    v_charge = (V_SAME + V_CROSS) / (K[0][0] + K[0][1])
    v_neutral = (V_SAME - V_CROSS) / (K[0][0] - K[0][1])
    direct = np.sort(np.linalg.eigvals(np.linalg.solve(Kf, V)).real)
    assert np.allclose(direct, sorted([v_charge, v_neutral]))
    edge[name] = (forward, backward, v_charge, v_neutral)

# ---------- printed results ----------
print(f"magnetic length = {MAGNETIC_LENGTH:.1f} angstrom")
print(f"pseudopotential = {PSEUDOPOTENTIAL:.4f} eV")
print(f"edge V11 = V22 = {V_SAME:.2f}, V12 = {V_CROSS:.2f} eV angstrom")
for name, K in STATES.items():
    nu = filling(K)
    density = float(nu) / (2 * np.pi * MAGNETIC_LENGTH ** 2)
    smallest = min(abs(charge(K, l)) for l in product(range(-4, 5), repeat=2)
                   if charge(K, l) != 0)
    print(f"state {name}: K = {K}, det K = {determinant(K)}")
    print(f"  filling = {nu}, smallest charge = {smallest} e")
    print(f"  electron density = {density:.4e} angstrom^-2")
    for l in [(1, 0), (0, 1), (1, 1), (1, -1)]:
        local = all(x.denominator == 1 for x in inverse_times(K, l))
        print(f"  l={l}: charge {charge(K, l)} e, "
              f"theta/pi {angle_over_pi(K, l)}, local {local}")
    f, b, vc, vn = edge[name]
    print(f"  edge modes: {f} forward, {b} backward")
    print(f"  hbar*v: charged {vc:.4f}, neutral {vn:.4f} eV angstrom")
    total, flux, count, gap = torus[name]
    print(f"  torus: {total} electrons, {flux} flux quanta")
    print(f"  torus ground states = {count}, gap = {gap:.3e} eV")
print(f"2/3 in hole basis: K = {hole_K.tolist()}, t = {hole_t.tolist()}")
print(f"331 sampling: {N_LAYER} electrons per layer")
print(f"counting radii = {R_IN * MAGNETIC_LENGTH:.0f} to "
      f"{R_OUT * MAGNETIC_LENGTH:.0f} angstrom")
print(f"331 sampled filling = {filling_mc:.4f}")
for a in range(2):
    print(f"layer {a + 1} electron change = {change[a]:.3f} "
          f"+- {change_error[a]:.3f}, predicted {expected[a]:.3f}")
print(f"331 sampled quasihole charge = {charge_mc:.3f} "
      f"+- {charge_error:.3f} e")
print(f"Berry test: {N_LOOP} electrons, filled level, "
      f"loop radius {LOOP_RADIUS * MAGNETIC_LENGTH:.0f} angstrom")
for h in range(2):
    print(f"fixed holes inside = {h}: Berry phase/(2 pi) = "
          f"{berry[h] / (2 * np.pi):.4f}, background count = {enclosed[h]:.4f}")
print(f"count with the moving hole present = {count_with_hole:.4f}")
print("every check passed")
```

It prints:

```
magnetic length = 80.0 angstrom
pseudopotential = 0.0010 eV
edge V11 = V22 = 1.00, V12 = 0.40 eV angstrom
state 2/5: K = [[3, 2], [2, 3]], det K = 5
  filling = 2/5, smallest charge = 1/5 e
  electron density = 9.9472e-06 angstrom^-2
  l=(1, 0): charge 1/5 e, theta/pi 3/5, local False
  l=(0, 1): charge 1/5 e, theta/pi 3/5, local False
  l=(1, 1): charge 2/5 e, theta/pi 2/5, local False
  l=(1, -1): charge 0 e, theta/pi 2, local True
  edge modes: 2 forward, 0 backward
  hbar*v: charged 0.2800, neutral 0.6000 eV angstrom
  torus: 4 electrons, 10 flux quanta
  torus ground states = 5, gap = 2.805e-04 eV
state 2/3: K = [[1, 2], [2, 1]], det K = -3
  filling = 2/3, smallest charge = 1/3 e
  electron density = 1.6579e-05 angstrom^-2
  l=(1, 0): charge 1/3 e, theta/pi -1/3, local False
  l=(0, 1): charge 1/3 e, theta/pi -1/3, local False
  l=(1, 1): charge 2/3 e, theta/pi 2/3, local False
  l=(1, -1): charge 0 e, theta/pi -2, local True
  edge modes: 1 forward, 1 backward
  hbar*v: charged 0.4667, neutral -0.6000 eV angstrom
  torus: 6 electrons, 9 flux quanta
  torus ground states = 3, gap = 5.116e-04 eV
state 331: K = [[3, 1], [1, 3]], det K = 8
  filling = 1/2, smallest charge = 1/4 e
  electron density = 1.2434e-05 angstrom^-2
  l=(1, 0): charge 1/4 e, theta/pi 3/8, local False
  l=(0, 1): charge 1/4 e, theta/pi 3/8, local False
  l=(1, 1): charge 1/2 e, theta/pi 1/2, local False
  l=(1, -1): charge 0 e, theta/pi 1, local False
  edge modes: 2 forward, 0 backward
  hbar*v: charged 0.3500, neutral 0.3000 eV angstrom
  torus: 4 electrons, 8 flux quanta
  torus ground states = 8, gap = 2.745e-04 eV
2/3 in hole basis: K = [[1, 0], [0, -3]], t = [1, 1]
331 sampling: 14 electrons per layer
counting radii = 360 to 520 angstrom
331 sampled filling = 0.4982
layer 1 electron change = -0.370 +- 0.005, predicted -0.375
layer 2 electron change = 0.125 +- 0.005, predicted 0.125
331 sampled quasihole charge = 0.245 +- 0.006 e
Berry test: 45 electrons, filled level, loop radius 400 angstrom
fixed holes inside = 0: Berry phase/(2 pi) = -12.5000, background count = 12.5000
fixed holes inside = 1: Berry phase/(2 pi) = -11.5000, background count = 11.5000
count with the moving hole present = 12.0401
every check passed
```
